\section*{Odd rings and the conduction minimum in the Weaire-Thorpe model}

\section*{Question}

I am working with the Weaire--Thorpe model of a fourfold-coordinated network. Every atom $i$ carries four orthonormal hybrids $|ij\rangle$, one pointing to each bonded neighbour $j$, and
\begin{equation}
H=V_1\sum_i\sum_{j\ne j'}|ij\rangle\langle ij'|+V_2\sum_{i,j}|ij\rangle\langle ji| ,
\end{equation}
where $j,j'$ run over the neighbours of $i$. Both couplings are negative and there is a gap. For diamond I find the conduction minimum at $|V_2|-3|V_1|$, in a state that changes sign across every bond.

I am asked to show that one odd ring, anywhere in a finite connected network, raises this minimum. I can see that the alternating state no longer fits on the ring. But why can't the electron avoid the ring and keep the old energy? Could the ring instead pull a level down into the gap? And does the argument need both signs to be negative?

\section*{Answer}

The electron can avoid the ring, but in a finite connected network this costs energy. To prove it, map the conduction minimum onto the lowest eigenvalue of the network's adjacency matrix, taking care with the flat levels, and then look at that eigenvalue.

\subsection*{Assumptions}

The network has $N$ atoms, is connected, and has four distinct neighbours per atom, hence $2N$ bonds and $4N$ orbitals. The hybrid energy is zero. With two electrons per bond and two spins per level, the lowest $2N$ levels are filled. I take ``a gap'' to mean
\begin{equation}
s\equiv|V_2|-2|V_1|>0 ,
\end{equation}
which is the condition for a bipartite network to be gapped, as shown below. Bipartite means that the atoms can be given two colours so that every bond joins unlike colours. The adjacency matrix $A$ has $A_{ij}=1$ for bonded atoms and $0$ otherwise.

\subsection*{From hybrids to the adjacency matrix}

Let $a_{ij}$ be the amplitude on $|ij\rangle$ and $u_i=\sum_j a_{ij}$ the sum on atom $i$. The first term of $H$ couples $a_{ij}$ to the other three hybrids of its atom, whose sum is $u_i-a_{ij}$. Thus
\begin{equation}
E\,a_{ij}=V_1(u_i-a_{ij})+V_2a_{ji}.
\end{equation}
With $e=E+V_1$, this equation and its partner at the other end of the bond are
\begin{equation}
e\,a_{ij}=V_1u_i+V_2a_{ji},\qquad e\,a_{ji}=V_1u_j+V_2a_{ij}. \label{pair}
\end{equation}
Multiply the first by $e$ and insert the second for $e\,a_{ji}$:
\begin{equation}
(e^2-V_2^2)\,a_{ij}=V_1(e\,u_i+V_2u_j). \label{amp}
\end{equation}
Summing over the four neighbours $j$ gives
\begin{equation}
(e^2-V_2^2-4V_1e)\,u_i=V_1V_2\,(Au)_i . \label{site}
\end{equation}
Suppose first that $e^2\ne V_2^2$. Then $u\neq0$, since otherwise (\ref{amp}) makes every amplitude vanish. So $u$ is an eigenvector of $A$, with eigenvalue $\lambda$, and the quadratic equation for $e$ gives
\begin{equation}
E_\pm(\lambda)=V_1\pm\sqrt{4V_1^2+V_2^2+V_1V_2\lambda}. \label{branches}
\end{equation}
Conversely, for such a root (\ref{amp}) defines amplitudes that satisfy (\ref{pair}) and sum to $u_i$, so each root with $e^2\ne V_2^2$ is a genuine level.

For real normalized $u$, expanding the squares gives
\begin{equation}
\sum_{\rm bonds}(u_i\pm u_j)^2=4\pm\langle u|A|u\rangle , \label{squares}
\end{equation}
because each $u_i^2$ occurs in four bonds, and $2\sum_{\rm bonds}u_iu_j=\langle u|A|u\rangle$. The left side is not negative, so $-4\le\lambda\le4$. As $V_1V_2=|V_1||V_2|$, the radicand in (\ref{branches}) is at least $(|V_2|-2|V_1|)^2=s^2$.

\subsection*{The flat levels and the filling}

The case $e^2=V_2^2$ needs its own count, since it decides which level is the first empty one. Let $\beta=1$ for a bipartite network and $\beta=0$ otherwise.

\textit{Case $e=V_2$.} Equation (\ref{amp}) requires $u_i=-u_j$ on every bond. If the network is not bipartite, $u=0$. If it is, $u=c$ on one colour and $-c$ on the other, with $N/2$ atoms each, because both colours have the same number of bond ends. Equation (\ref{pair}) reads $a_{ij}-a_{ji}=(V_1/V_2)u_i$. Summing over all bonds, with $i$ of the first colour, gives
\begin{equation}
\frac N2c-\left(-\frac N2c\right)=4\,\frac{V_1}{V_2}\,\frac N2\,c
\quad\Rightarrow\quad c\left(1-\frac{2V_1}{V_2}\right)=0 ,
\end{equation}
so $c=0$, because $|V_2|\neq2|V_1|$. Hence $u=0$ and $a_{ij}=a_{ji}$: there is one number per bond, and these sum to zero at each atom. That is $2N$ unknowns and $N$ conditions. A combination of the conditions with weights $y_i$ is empty when $y_i+y_j=0$ on every bond, which has $\beta$ independent solutions. There are $N+\beta$ states, at $E=V_2-V_1=|V_1|-|V_2|$.

\textit{Case $e=-V_2$.} Now $u_i=u_j$ on every bond, so $u_i=c$ throughout, and $a_{ij}+a_{ji}=-(V_1/V_2)c$. Summing over the $2N$ bonds gives $Nc=-2N(V_1/V_2)c$. Since $V_1/V_2>0$, $c=0$. Then $a_{ij}=-a_{ji}$, and the $N$ conditions have one dependence, $y_i=y_j$. There are $N+1$ states, at $E=|V_1|+|V_2|$.

Some roots in (\ref{branches}) are spurious. Setting $e^2=V_2^2$ in (\ref{site}) gives $4e=-V_2\lambda$, so $e=V_2$ goes with $\lambda=-4$ and $e=-V_2$ with $\lambda=4$. At $\lambda=4$ the square root is $2|V_1|+|V_2|$ and the upper root is $e=|V_2|=-V_2$. At $\lambda=-4$ the square root is $s$ and the lower root is $e=-2|V_1|-s=V_2$. These two must be struck out. The eigenvalue $4$ occurs once, since its vector is uniform on a connected network; $-4$ occurs $\beta$ times. The census is
\begin{equation}
\underbrace{(N-\beta)}_{E_-}+\underbrace{(N+\beta)}_{\text{lower flat}}
+\underbrace{(N-1)}_{E_+}+\underbrace{(N+1)}_{\text{upper flat}}=4N ,
\end{equation}
so no state is missing. The first two groups hold $2N$ levels with $E\le-|V_1|-s=|V_1|-|V_2|$. The last two have $E\ge-|V_1|+s=|V_2|-3|V_1|$. The first two groups are therefore the filled levels, and the valence maximum is the flat level
\begin{equation}
E_v=|V_1|-|V_2| .
\end{equation}
It does not depend on the rings. This answers the worry about gap states: within this model every finite connected network keeps the interval of width $2s$ between $|V_1|-|V_2|$ and $|V_2|-3|V_1|$ free of levels.

Since $V_1V_2>0$, $E_+$ increases with $\lambda$. Let $k$ be the lowest eigenvalue of $A$. The trace of $A$ is zero and $A\neq0$, so $k<0$; its upper root is not the one struck out at $\lambda=4$, and it lies below the upper flat level, whose energy is $E_+(4)$. Therefore
\begin{equation}
E_c=V_1+\sqrt{4V_1^2+V_2^2+V_1V_2k}. \label{edge}
\end{equation}

\subsection*{What an odd ring does}

Take the plus sign in (\ref{squares}) with $u$ the lowest eigenvector:
\begin{equation}
d\equiv4+k=\sum_{\rm bonds}(u_i+u_j)^2\ge0. \label{d}
\end{equation}
Suppose $d=0$. Then $u$ changes sign across every bond. Following a ring of $r$ bonds back to its starting atom gives $u_1=(-1)^ru_1$, so for odd $r$ the amplitude vanishes on the ring. But $u_i=-u_j$ carries a zero to every neighbour, and through a connected network to every atom. This contradicts normalization, so an odd ring forces $d>0$.

Conversely, if there is no odd ring, colour the atoms by the parity of their distance from a chosen atom. A bond between like colours would close an odd walk, and an odd closed walk contains an odd ring. So the colouring works, the vector $\pm1/\sqrt N$ gives $d=0$, and $k=-4$.

Inserting $k=d-4$ in (\ref{edge}) turns the radicand into $s^2+V_1V_2d$. The bipartite value is $V_1+s=|V_2|-3|V_1|$, and the raise is
\begin{equation}
\Delta=\sqrt{s^2+V_1V_2d}-s=\frac{V_1V_2\,d}{\sqrt{s^2+V_1V_2d}+s}>0
\label{raise}
\end{equation}
exactly when an odd ring is present. As $E_v$ is fixed, the gap widens by $\Delta$, from $2s$ to $2s+\Delta$.

The bipartite edge state explains the physics. There $e=|V_2|-4|V_1|$ and $u_j=-u_i$, so (\ref{amp}) gives $a_{ij}=V_1u_i/(e+V_2)=u_i/4$. The state is $s$-like on each atom, which gains $3|V_1|$, and antibonding on each bond, which costs $|V_2|$. Its sign must alternate from atom to atom. An odd ring frustrates this pattern. The state can shrink near the ring, but then its amplitude varies along the bonds leading there, and (\ref{d}) charges for that variation.

\subsection*{How large is the raise?}

\textit{Lower bound.} Let an odd ring have $r$ bonds and let every atom lie within $p$ bonds of it. Choose the atom $m$ with the largest $|u_m|$, so that $u_m^2\ge1/N$. Walk from $m$ to the ring by a shortest path of $q\le p$ bonds, once round, and back. The walk has an odd number $L=2q+r$ of steps and visits $v_0=m,v_1,\dots,v_L=m$. The alternating sum telescopes:
\begin{equation}
\sum_{t=0}^{L-1}(-1)^t\,(u_{v_t}+u_{v_{t+1}})=u_{v_0}+(-1)^{L-1}u_{v_L}=2u_m .
\end{equation}
The $q$ path bonds are used twice and the $r$ ring bonds once. By the Cauchy--Schwarz inequality,
\begin{equation}
4u_m^2\le(4q+r)\sum_{\rm bonds}(u_i+u_j)^2\le(4p+r)\,d
\ \Rightarrow\ d\ge\frac{4}{N(r+4p)} .
\end{equation}

\textit{Upper bound.} Colour the atoms in any way that leaves $f$ bonds between like colours. The trial vector $\pm1/\sqrt N$ gives each of these bonds $(2/\sqrt N)^2$ and the others nothing, so
\begin{equation}
d\le\frac{4f}{N}.
\end{equation}
For fixed $f$ the raise vanishes as $N\to\infty$, which is why the statement needs a finite network. If odd rings of bounded length occur at a fixed density, $f$ grows in proportion to $N$, because every odd ring contains a like-coloured bond and each bond lies on only a limited number of such rings. These two bounds then do not settle the limit.

\subsection*{Where the conditions enter}

\textit{Sign of $V_2$.} If $V_1<0$ but $V_2>0$, then $E_+$ falls with $\lambda$ and its minimum lies at $\lambda=4$, the uniform vector that every network possesses. For $V_2>2|V_1|$ the edge is $V_2-3|V_1|$ with or without odd rings.

\textit{Sign of $V_1$.} Reversing both couplings turns $H$ into $-H$ and the spectrum upside down. For $V_1>0$ the conduction minimum is therefore minus the valence maximum of the network with couplings $-V_1<0$ and $-V_2$. For a negative first coupling and $|V_2|>2|V_1|$, that maximum is the flat level $|V_1|-|V_2|$. This was shown above for a negative second coupling. For a positive one, the same count puts $N+1$ states in the flat level $e=-V_2$ and $N-1$ in $E_-$ below or at it, which again makes $2N$. So for $V_1>0$ the edge is $|V_2|-|V_1|$ with or without odd rings, and the theorem does need both signs to be negative.

\textit{Gap condition.} If $|V_2|<2|V_1|$, the square root at $\lambda=-4$ is $2|V_1|-|V_2|$, and the spurious root $e=V_2$ moves to the upper branch. A bipartite network then has $N$ levels in $E_-$ and $N+1$ in the lower flat level. These are $2N+1$ places for $2N$ filled levels, so there is no gap. With an odd ring the flat level has $N$ states and is just filled, while $E_+$ starts strictly above it: in a finite network the ring opens a gap.

\textit{Connectedness.} For separate pieces the spectra are simply combined. A bipartite piece keeps the old minimum, whatever rings the others contain.

\subsection*{Numbers}

Take $V_1=-1.8$ eV and $V_2=-4.4$ eV, illustrative values that give a gap of the size found in amorphous silicon. They are not a fit to its bands: the filled levels span $4|V_1|=7.2$ eV, against roughly 12 eV in silicon. Then $s=4.4-3.6=0.8$ eV and $V_1V_2=7.92$ eV$^2$. The bipartite edges are $E_v=-2.6$ eV and $E_c=-1.0$ eV, with a gap of 1.6 eV.

A case for pencil and paper is five atoms, all mutually bonded. Here $A$ is the all-ones matrix minus the identity, so $k=-1$ and
\begin{equation}
E_c=-1.8+\sqrt{12.96+19.36-7.92}=3.14\ \text{eV},
\end{equation}
a raise of 4.14 eV. Diagonalizing the full $H$ gives the same value. This network is full of triangles and is no model of a solid.

A gentler defect is one bond switch in a periodic diamond cell, treated as a closed finite network. Keep the bond $i$--$j$, and replace $i$--$a$ and $j$--$b$ by $i$--$b$ and $j$--$a$, where $a$ and $b$ are in the trans position about $i$--$j$. Both new bonds join like colours, so $f=2$, and the shortest odd ring has five bonds. For $N=128$ the adjacency matrix gives $d=0.0291$, and
\begin{equation}
\Delta=\sqrt{0.640+7.92\times0.0291}-0.800=0.133\ \text{eV}.
\end{equation}
With one switch per cell held fixed:
\begin{center}
\begin{tabular}{ccccc}
$N$ & lower bound & $d$ & upper bound & $\Delta$ (eV)\\
54 & 0.0035 & 0.0756 & 0.148 & 0.313\\
128 & 0.0011 & 0.0291 & 0.063 & 0.133\\
250 & 0.0004 & 0.0141 & 0.032 & 0.067\\
432 & 0.0002 & 0.0078 & 0.019 & 0.038
\end{tabular}
\end{center}
The raises come from diagonalizing $H$ and agree with (\ref{edge}). The upper bound is 2.0 to 2.4 times $d$, since the trial vector is not the lowest eigenvector; the lower bound is safe but far from tight.

Is it the odd ring or merely the disorder? In a 128-atom cell, 220 of the 256 bonds were rewired at random, always between unlike colours. The edge stayed at $-1.000$ eV. Sixty unrestricted random switches in the same cell gave $k=-3.50$ and a raise of 1.34 eV. This is one random sequence; others give $k$ near $-3.4$ and a raise near 1.5 eV. Forty random 16-atom networks were also tested: the 20 with odd rings all had a raised edge, and the 20 without had none.

\subsection*{Beside real materials}

Amorphous silicon is the natural fourfold case, and the model gap of 1.6 eV is near the optical gap of its hydrogenated form, roughly 1.7 eV. That follows from the choice of couplings: the gap is $2s$, a small difference of large numbers, and a uniform 5\% change of $V_2$ moves it by 0.44 eV. The heavily switched cell has a gap of 2.9 eV, far from the real value, so $\Delta$ is no prediction for silicon. The model also differs from silicon at the very state the theorem concerns: the $s$-like antibonding state is not the conduction minimum of crystalline silicon; it lies roughly 3 eV higher. In most chalcogenide glasses many atoms have two or three bonds, and lone pairs form the top of the valence band, so the theorem does not apply to them directly. Nor does it describe traps in real glasses: dangling bonds, wrong coordination, lattice relaxation and electron correlation are all left out.

Some neglected effects can be sized on the 128-atom cells. Under a random 5\% spread of $V_2$, the bipartite edge moved by $-0.013$ eV on average over 12 samples. The samples scatter by 0.012 eV (standard deviation), so this average is only a rough estimate. In these 12 samples the raise from one switch lay between 0.124 and 0.140 eV; a larger set would spread somewhat further. The valence edge is far more sensitive: the same spread broadens the flat level and lifts its top by about 0.4 eV in this cell. The fixed $E_v$ and the empty interval of width $2s$ therefore need uniform couplings. A coupling $V_3$ between a hybrid and the back hybrids of its bonded neighbour matters more. In the bipartite edge state it contributes $-6V_3$: three back hybrids at each end of a bond, with opposite sign. For $V_3=\mp0.1$ eV the edge moved to $-0.4$ and $-1.6$ eV, and the raise became 0.111 and 0.164 eV. The absolute edge is thus fragile. The raise stays positive for larger $|V_3|$ too, but its size changes: it is 0.058 eV at $V_3=-0.55$ eV and 0.30 eV at $V_3=+0.3$ eV.

Finally, compare $\Delta$ with $k_BT=0.026$ eV at 300 K. Setting $d=8/N$, the upper bound for one switch, and $\Delta=k_BT$ in (\ref{raise}) gives
\begin{equation}
N=\frac{8V_1V_2}{k_BT\,(k_BT+2s)}\approx1500 .
\end{equation}
Above this size the raise from one switch must be smaller than the thermal energy. Since this rests on an upper bound, the actual crossing comes at a smaller $N$; at 432 atoms the raise is still 0.038 eV. The remaining figures are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
V1 = -1.80 eV, V2 = -4.40 eV, V1*V2 = 7.920 eV^2
s = |V2|-2|V1| = 0.800 eV
bipartite: valence max -2.600 eV, conduction min -1.000 eV
bipartite gap = 1.600 eV
five-atom network: k = -1.0000, Ec = 3.1396 eV, raise = 4.1396 eV
random 16-atom networks: 20 with odd rings, all raised; 20 without, none raised
one bond switch (r = shortest odd ring, p = farthest atom from it):
 N=54: r=5, p=4, like-coloured bonds f=2, k=-3.92440
   d=4+k=0.07560, bounds 0.00353 to 0.14815
   Ec=-0.6870 eV, raise=0.3130 eV, gap=1.9130 eV
 N=128: r=5, p=6, like-coloured bonds f=2, k=-3.97092
   d=4+k=0.02908, bounds 0.00108 to 0.06250
   Ec=-0.8671 eV, raise=0.1329 eV, gap=1.7329 eV
 N=250: r=5, p=8, like-coloured bonds f=2, k=-3.98593
   d=4+k=0.01407, bounds 0.00043 to 0.03200
   Ec=-0.9332 eV, raise=0.0668 eV, gap=1.6668 eV
 N=432: r=5, p=10, like-coloured bonds f=2, k=-3.99216
   d=4+k=0.00784, bounds 0.00021 to 0.01852
   Ec=-0.9621 eV, raise=0.0379 eV, gap=1.6379 eV
N=128 scrambled bipartite: 220 of 256 bonds new, Ec = -1.0000 eV
N=128 after 60 random switches: k = -3.5019, Ec = 0.3413 eV, raise = 1.3413 eV
V2 = +4.4 eV: Ec = -1.000 eV with or without odd rings
V2 = -3.0 eV, bipartite: gap = 0.0000 eV
V2 spread 5 % (rms 0.22 eV), 12 samples, N=128:
   bipartite Ec moves by -0.0130 eV on average (std 0.0117 eV)
   raise by one switch: mean 0.1332 eV, min 0.1237, max 0.1402 eV
back-hybrid coupling -0.1 eV: bipartite Ec = -0.4000 eV, raise = 0.1110 eV
back-hybrid coupling +0.1 eV: bipartite Ec = -1.6000 eV, raise = 0.1644 eV
kT at 300 K = 0.0259 eV
kT at 358 K = 0.0309 eV
one-switch raise must be below kT (300 K) for N > 1507 atoms
\end{verbatim}
